# The van der Waals reference plane of an atom above a surface

**Q.** An atom far from a solid surface is said to have the energy $-C_3/(z-z_0)^3$, with $z_0$ a polarizability-weighted average of the centroid of the induced charge. A surface has no sharp position. From what is $z$ measured, and why should one length be enough?

**A.** Choose any origin, with the solid at negative heights and the atom at height $z>0$. A shifted cube expands as
$$-\frac{C_3}{(z-z_0)^3}=-\frac{C_3}{z^3}-\frac{3C_3z_0}{z^4}+O(z^{-5}).$$
The length $z_0$ is therefore a way to write the $z^{-4}$ term. We have to derive that term and see what average it contains.

The assumptions are these. The atom is spherical and its electrons do not overlap those of the solid. The solid is uniform and isotropic along the surface. The temperature is zero, the coupling is taken to second order, and $z$ is small compared with $c/\omega$ for the relevant frequencies $\omega$, so that the Coulomb interaction is instantaneous. I use Gaussian atomic units, $\hbar=m=e=1$.

**Q.** Start with the energy. Why do imaginary frequencies appear at all?

**A.** They separate an energy denominator that mixes the two systems. The coupling is $-\mathbf p\cdot\mathbf F$, where $\mathbf p$ is the atomic dipole and $\mathbf F$ the field of the solid's charge fluctuations at the atom. The atom has no mean dipole and the neutral solid has no mean field outside, so both systems must be excited:
$$E=-\sum_{n,s}\frac{\left|\sum_i p_i^{0n}F_i^{0s}\right|^2}{\omega_n+\omega_s}.$$
For positive $a,b$, partial fractions give
$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{\pi}{2(b^2-a^2)}\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},$$
so $1/(a+b)=(2ab/\pi)$ times this integral. The response functions are
$$\alpha_{ij}(iu)=\sum_n\frac{2\omega_n p_i^{0n}p_j^{n0}}{\omega_n^2+u^2},\qquad R_{ij}(iu)=\sum_s\frac{2\omega_sF_i^{0s}F_j^{s0}}{\omega_s^2+u^2}.$$
Their product contains $4\omega_n\omega_s$, while the denominator needs $2\omega_n\omega_s/\pi$. The prefactor is thus $1/2\pi$. With $\alpha_{ij}=\alpha\delta_{ij}$,
$$E=-\frac1{2\pi}\int_0^\infty du\,\alpha(iu)\,\mathrm{Tr}\,R(iu).$$
Here $R_{ij}$ is the reflected field component $i$ at the atom per unit dipole component $j$.

**Q.** The reflected field depends on everything in the surface. How do you reduce it to something manageable?

**A.** By treating each wave vector $\mathbf K$ along the surface separately. Let $q=|\mathbf K|$ and let $\zeta$ be the height of a field point. Outside the solid, a potential varying as $e^{i\mathbf K\cdot\mathbf r}$ is
$$\Phi(\zeta)=e^{q\zeta}-g(q,iu)e^{-q\zeta}.$$
The first term is applied, the second is the response, and this defines $g$.

Below the atom, at lateral position $\mathbf r_A$, a unit charge there has the potential
$$\int\frac{d^2K}{2\pi q}\,e^{i\mathbf K\cdot(\mathbf r-\mathbf r_A)}e^{q(\zeta-z)}.$$
A dipole is obtained by applying $\mathbf p\cdot\nabla_A$, which multiplies each wave by $\mathbf p\cdot\mathbf V$ with $\mathbf V=(-i\mathbf K,-q)$. Reflection replaces $e^{q\zeta}$ by $-ge^{-q\zeta}$. In the reflected wave the gradient is $\mathbf V^*=(i\mathbf K,-q)$, and the minus sign in $-\nabla\Phi$ cancels the one before $g$. At the atom,
$$R_{ij}=\int\frac{d^2K}{2\pi q}\,g\,V_i^*V_j\,e^{-2qz}.$$
Now $\sum_i|V_i|^2=2q^2$ and $d^2K\to2\pi q\,dq$, so
$$\mathrm{Tr}\,R=2\int_0^\infty dq\,q^2g\,e^{-2qz},$$
$$E=-\frac1\pi\int_0^\infty du\,\alpha\int_0^\infty dq\,q^2g(q,iu)e^{-2qz}.$$
For a perfect mirror, $g=1$, the trace is $1/(2z^3)$. The image dipole gives $1/(4z^3)$ for the normal direction and $1/(8z^3)$ for each tangential one, with the same sum.

**Q.** And the coefficient $C_3$?

**A.** The factor $e^{-2qz}$ restricts $q$ to about $1/z$, so a distant atom sees small $q$. At $q\to0$ the surface looks sharp. Continuity of potential and normal displacement then gives $1-g=t$ and $1+g=\varepsilon t$, where $t$ is the amplitude inside and $\varepsilon(iu)$ the bulk dielectric function. Hence
$$g_0=\frac{\varepsilon-1}{\varepsilon+1},\qquad C_3=\frac1{4\pi}\int_0^\infty du\,\alpha(iu)g_0(iu),$$
because $\int_0^\infty q^2e^{-2qz}dq=1/(4z^3)$.

**Q.** For the next order you need the microscopic surface, where a local dielectric function may not exist. What do you assume there?

**A.** I need bulk behaviour to be reached over a depth much smaller than $1/q$, and a response that can be expanded to first order in $q$. The response inside the surface region may be nonlocal. Two centroids describe it.

First apply a uniform normal displacement $D_n$. The normal field rises from $D_n/\varepsilon$ inside to $D_n$ outside, and $dE_n/d\zeta=4\pi\rho$ with $\rho$ the induced charge density. Its centroid is
$$d_\perp=\frac{\int\zeta\rho\,d\zeta}{\int\rho\,d\zeta}.$$
Next apply a uniform tangential field $E_t$. The tangential displacement falls from $\varepsilon E_t$ to $E_t$, and the centroid of that fall is
$$d_\parallel=\frac{\int\zeta\,(dD_t/d\zeta)\,d\zeta}{\int(dD_t/d\zeta)\,d\zeta}.$$
Subtract from each field a step at $\zeta=0$ between its two limiting values. Integration by parts gives the areas that remain:
$$\int(E_n-E_n^{\rm step})d\zeta=-\left(1-\frac1\varepsilon\right)D_nd_\perp,$$
$$\int(D_t-D_t^{\rm step})d\zeta=(\varepsilon-1)E_td_\parallel.$$

**Q.** How do these areas enter $g$?

**A.** They make the outer and inner solutions mismatch when both are extrapolated to $\zeta=0$. Since $\Phi'=-E_n$, the outside value minus the inside value is
$$[\Phi]=\left(1-\frac1\varepsilon\right)D_nd_\perp.$$
The displacement has no free charge, so $D_n'=-iKD_t$ along the direction of $\mathbf K$, with $K=q$. Using $E_t=-iq\Phi$,
$$[D_n]=-iq(\varepsilon-1)d_\parallel(-iq\Phi)=-q^2(\varepsilon-1)d_\parallel\Phi.$$
Mixed responses, normal polarization from a tangential field or the reverse, carry another factor $q$ by symmetry and enter at the next order.

The extrapolated values are $\Phi=1-g$, $D_n=-q(1+g)$ outside and $\Phi=t$, $D_n=-q\varepsilon t$ inside. In the small jumps I may use the inside values:
$$1-g-t=-q(\varepsilon-1)d_\perp t,$$
$$-q(1+g)+q\varepsilon t=-q^2(\varepsilon-1)d_\parallel t.$$
Solving each for its combination of $g$ and dividing,
$$\frac{1+g}{1-g}=\frac{\varepsilon+q(\varepsilon-1)d_\parallel}{1-q(\varepsilon-1)d_\perp}.$$
If the ratio is $r$, then $g=(r-1)/(r+1)$, so
$$g=\frac{(\varepsilon-1)[1+q(d_\parallel+d_\perp)]}{\varepsilon+1+q(\varepsilon-1)(d_\parallel-d_\perp)}.$$
To first order,
$$g=g_0\left[1+q(1+g_0)d_\perp+q(1-g_0)d_\parallel\right].$$
Since $1+g_0=2\varepsilon/(\varepsilon+1)$ and $1-g_0=2/(\varepsilon+1)$,
$$g=g_0[1+2qZ+O(q^2)],\qquad Z(iu)=\frac{\varepsilon d_\perp+d_\parallel}{\varepsilon+1}.$$

**Q.** So the centroid of induced charge is not the whole answer?

**A.** No. Insert $g$ into the energy. With $\int_0^\infty 2q^3e^{-2qz}dq=3/(4z^4)$,
$$E=-\frac{C_3}{z^3}-\frac{3}{4\pi z^4}\int_0^\infty du\,\alpha g_0Z+O(z^{-5}).$$
Comparison with the shifted cube gives
$$z_0=\frac{\int_0^\infty du\,\alpha g_0Z}{\int_0^\infty du\,\alpha g_0}=\frac1{4\pi C_3}\int_0^\infty du\,\alpha g_0\,\frac{\varepsilon d_\perp+d_\parallel}{\varepsilon+1}.$$
The original wording needs two corrections. The weight is $\alpha g_0$, because a frequency counts only if the solid also responds. And the average contains both centroids, with shares $\varepsilon/(\varepsilon+1)$ and $1/(\varepsilon+1)$ that add to one.

That sum matters. If the origin is moved by $a$ into the solid, both centroids increase by $a$, and so do $Z$, $z_0$ and $z$. The energy is unchanged. The charge term alone would increase by less than $a$.

**Q.** Have you checked the two shares in a case where $d_\parallel$ matters?

**A.** Yes, with a smooth but lopsided local profile and bulk $\varepsilon=5$. The centroids are $d_\perp=1.043$ Å and $d_\parallel=0.532$ Å, so
$$Z=\frac{5(1.043)+0.532}{6}\approx0.958\ \text{Å}.$$
Solving the field equation through thin slabs at small $q$ and taking the slope of $g$ gives 0.958 Å as well.

**Q.** The familiar statement mentions only the induced charge. Is there a system for which $d_\parallel$ drops out?

**A.** Jellium, if the origin is the edge of its uniform positive background. This holds for interacting electrons. Let a uniform tangential force $f(t)$ act on each of $N$ electrons, and let $X(t)$ obey $\ddot X=f$. The background potential depends on height alone and the repulsion on relative positions, so the shifted ground state still has energy $E_0$. Try
$$\Psi=\exp\!\left[i\dot X\sum_jx_j-i\theta\right]\Psi_0(x_j-X),\qquad\dot\theta=E_0+\tfrac12N\dot X^2.$$
In $i\partial_t\Psi$, the phase gives $(-\ddot X\sum_jx_j+\dot\theta)\Psi$ and the moving argument gives a term $-i\dot X\sum_j\partial_j\Psi_0$ times the phase. The kinetic energy gives the same gradient term plus $\tfrac12N\dot X^2\Psi$. The remainder is $E_0\Psi$, and the force term in the Hamiltonian is $-f\sum_jx_j\Psi$. Both sides agree. A symbolic test with two interacting electrons leaves zero residual.

The electrons therefore move rigidly along the surface. Their charge is $-1$, so $f=-E_t$. At imaginary frequency $\ddot X$ becomes $u^2X$, which gives $X=-E_t/u^2$ and
$$P_t=-n(\zeta)X=\frac{n(\zeta)E_t}{u^2}.$$
Thus $d_\parallel$ is the centroid of $dn/d\zeta$. Neutrality requires the area under $n$ to equal that under the background step, and integration by parts places this centroid at the edge. With the origin there,
$$z_0=\frac{\int_0^\infty du\,\alpha g_0\,\dfrac{\varepsilon}{\varepsilon+1}\,d_\perp}{\int_0^\infty du\,\alpha g_0}.$$
The factor $\varepsilon/(\varepsilon+1)$ remains. A crystal lattice exerts tangential forces on the electrons, and then this proof of $d_\parallel=0$ does not apply.

**Q.** Does $Z$ behave sensibly in simple limits?

**A.** For $\varepsilon\to\infty$ at finite centroids, $Z\to d_\perp$. This is the static image plane of a metal: its screening charge acts as a mirror at the centroid.

The opposite limit is a dilute solid of polarizable particles with density $N(\zeta)$. To first order in density, both $1/\varepsilon(\zeta)$ and $\varepsilon(\zeta)$ vary in proportion to $N$, so both centroids equal the centroid $d_N$ of $dN/d\zeta$, and $Z=d_N$. Direct summation of pair energies $-C_6/r^6$ gives
$$E=-C_6\int d\zeta\,N(\zeta)\int_0^\infty\frac{2\pi r\,dr}{[r^2+(z-\zeta)^2]^3}=-\frac{\pi C_6}{2}\int d\zeta\,\frac{N(\zeta)}{(z-\zeta)^4}.$$
Integrating by parts and expanding, with bulk density $N_b$,
$$E=-\frac{\pi C_6}{6}\int d\zeta\,\frac{-N'(\zeta)}{(z-\zeta)^3}=-\frac{\pi C_6N_b}{6}\left[\frac1{z^3}+\frac{3d_N}{z^4}+\dots\right].$$
The reference plane is again $d_N$.

**Q.** Give me numbers. Can the plane lie inside the solid?

**A.** In a model it can. Take round parameters: a bulk plasmon energy of 12 eV, and an atom with static polarizability 2 Å$^3$ and one oscillator at 10 eV. With $\omega_s=\omega_p/\sqrt2$,
$$\alpha=\frac{\alpha_0\omega_0^2}{\omega_0^2+u^2},\qquad\varepsilon=1+\frac{\omega_p^2}{u^2},\qquad g_0=\frac{\omega_s^2}{\omega_s^2+u^2}.$$
The integral used for the energy denominator gives
$$C_3=\frac{\alpha_0\omega_0\omega_s}{8(\omega_0+\omega_s)}=\frac{2(10)(8.485)}{8(18.485)}=1.148\ \text{eV Å}^3,$$
or 0.2846 hartree bohr$^3$. The zero-point energies of coupled atom and surface oscillators give the same value to these digits.

Surface A is a local electron gas whose density falls linearly over $w=2$ Å, centred on the background edge. On the ramp $\varepsilon(\zeta)=1+(\varepsilon-1)(1/2-\zeta/w)$, so $\int d\zeta/\varepsilon(\zeta)=w\ln\varepsilon/(\varepsilon-1)$. The step contributes $(w/2)(1+1/\varepsilon)$. Their difference is $-(1-1/\varepsilon)d_\perp$, hence
$$d_\perp=\frac w2\,\frac{\varepsilon+1}{\varepsilon-1}-\frac{w\varepsilon\ln\varepsilon}{(\varepsilon-1)^2}.$$

Surface B is a hydrodynamic gas that ends at a hard wall on the background edge. Its equation is $u^2\mathbf P=(\omega_p^2/4\pi)\mathbf E-\beta^2\nabla\rho$. The divergence, with $\nabla\cdot\mathbf P=-\rho$ and $\nabla\cdot\mathbf E=4\pi\rho$, gives $\rho''=\kappa^2\rho$ at $q\to0$, where $\kappa=\sqrt{\omega_p^2+u^2}/\beta$. The charge varies as $e^{\kappa\zeta}$ inside, so $d_\perp=-1/\kappa$. I take the round value $\hbar\beta=10$ eV Å. An electron gas with this plasmon energy has $\hbar v_F=11.1$ eV Å, and the usual choices $\beta=v_F/\sqrt3$ and $\beta=\sqrt{3/5}\,v_F$ give 6.4 and 8.6 eV Å; the plane of B scales in proportion to $\beta$. Both surfaces have $d_\parallel=0$.

At $\hbar u=5$ eV, $\varepsilon=1+144/25=6.76$ and the charge share is $6.76/7.76=0.871$. For A, $d_\perp=0.568$ Å and $Z=0.495$ Å. For B, $d_\perp=-10/13=-0.769$ Å and $Z=-0.670$ Å. Averaging over frequency gives:

- A: $z_0=0.569$ Å (1.075 bohr), outside the background edge
- B: $z_0=-0.656$ Å ($-1.239$ bohr), inside it

The hard wall of B forbids the spill-out of electrons found at a real metal surface. B therefore shows that the formula allows a plane inside the edge, not that a particular metal has one. A does not describe a real metal either, because in a local gas $d_\perp$ depends strongly on the tail of the density. For $n\propto1/(1+e^{\zeta/a})$ one has $1/\varepsilon(\zeta)=1-(\varepsilon-1)/(\varepsilon+e^{\zeta/a})$, so $d_\perp=a\ln\varepsilon$, which diverges as $u\to0$. With the same slope at the edge as the ramp, $a=w/4$, this gives $z_0=1.32$ Å. The static plane of A is simply the end of its ramp.

**Q.** Why not use the static image plane and avoid the integral?

**A.** It lies at 1.000 Å for A and $-0.833$ Å for B, farther from the edge than $z_0$ in both cases. As $u$ rises from 1 to 40 eV, $d_\perp$ moves towards the edge, from 0.944 to 0.029 Å in A and from $-0.830$ to $-0.239$ Å in B. The charge share also falls, from 0.993 to 0.522.

Omitting that share would give 0.62 Å and $-0.74$ Å, errors of about 9% and 13% relative to the respective $z_0$. Planes extracted from the full double integral at large heights are 0.569 Å and $-0.656$ Å, which support the formula with the share included. Those heights probe the asymptotic form of the nonretarded model; a real atom there would need retardation.

**Q.** An asymptotic shift of half an ångström sounds negligible. Does it matter near the surface?

**A.** At 4 Å above A, the unshifted cube gives $-0.0179$ eV, while
$$-\frac{1.148}{(4-0.569)^3}=-0.0284\ \text{eV}.$$
The full dipole energy is $-0.0312$ eV. The magnitude is underestimated by 42% without the shift and by 9% with it, relative to the full dipole energy. At 10 Å these errors are 17% and 1.4%. They concern the dipole term alone. For an atom with argon's ratio of quadrupole to dipole polarizability, roughly 1 Å$^2$ (Hartree–Fock values rise from 0.89 to 1.06 Å$^2$ between two basis sets and are not converged), and the same oscillator energy, the quadrupole term adds about 10% at 4 Å and about 1% at 10 Å, as much as the shifted cube misses.

Above B the sign is reversed. At 4 Å the unshifted cube gives the same $-0.0179$ eV, but the full dipole energy is $-0.01144$ eV and the shifted cube gives $-0.01137$ eV. The two surfaces have identical $C_3$. At 4 Å their full dipole energies differ by 0.0197 eV, of which the different planes in the shifted cubes account for 0.0170 eV; the rest comes from higher orders in $1/z$.

**Q.** Is the remainder really of order $z^{-5}$? Your numerical output shows a power of 4.826.

**A.** That is a two-point exponent for B, between 80 and 160 Å, and the test required it to lie within 0.2 of five. It is not the limiting power. If the remainder is $A/z^5+B/z^6$, the exponent is
$$5+\log_2\frac{1+B/(80A)}{1+B/(160A)},$$
with $B/A$ in ångström. For surface B both coefficients can be found, because its response has the closed form
$$g=g_0\frac{1-y}{1+g_0y},\qquad y=\frac{q}{\sqrt{q^2+\kappa^2}}.$$
Expanding to third order in $q$, averaging over frequency and subtracting the shifted cube gives $A=0.093$ eV Å$^5$ and $B=-1.62$ eV Å$^6$. Thus $B/A\approx-17$ Å, and these two terms alone give an exponent of 4.81. The $z^{-5}$ coefficient is small and the $z^{-6}$ term has the opposite sign, so the limit is approached slowly: the exponent of the full remainder is 4.92 between 160 and 320 Å and 4.96 between 320 and 640 Å.

**Q.** What would make the result fail for a real atom and surface?

**A.** Close in, overlap adds repulsion and changes the attraction itself, so the divergence at $z=z_0$ has no physical meaning. Far out, retardation changes the power law. If the surface response has no regular first-order expansion in $q$, or the frequency average of its remainder diverges, the derivation of the $z^{-4}$ term fails.

The atom matters too. For a spherical atom, parity forbids a mixed dipole–quadrupole response. The quadrupole–quadrupole response brings two more gradients than the dipole term and starts at $z^{-5}$. A molecule without an inversion centre can have the mixed response, which may contribute at $z^{-4}$; a plane fitted to its energy would then no longer be set by the surface centroids and $\alpha$ alone. Even for the spherical atom, $C_3$ and $z_0$ fix the first two terms, while the $z^{-5}$ term contained in the shifted cube is not a prediction of the true coefficient.

## Computed results

```
bulk plasmon energy            12.0 eV
surface plasmon energy         8.4853 eV
atomic oscillator energy       10.0 eV
static polarizability          2.0 angstrom^3
A: ramp width                  2.0 angstrom
B: hbar*beta                   10.0 eV angstrom
C3 from frequency integral     1.14757 eV angstrom^3
C3 from coupled zero-point     1.14758 eV angstrom^3
C3 converted                   0.28459 hartree bohr^3
asymmetric profile, bulk eps = 5.0 (no unit), lengths in angstrom:
  d_perp 1.0433  d_par 0.5317
  Z formula 0.9581  Z from slab solution 0.9581
hbar*u (eV), eps, g0, eps/(eps+1), then A: d_perp, Z; B: d_perp, Z (angstrom)
     1  145.0000 0.9863 0.9932  0.9443 0.9378  -0.8305 -0.8248
     5    6.7600 0.7423 0.8711  0.5685 0.4952  -0.7692 -0.6701
    10    2.4400 0.4186 0.7093  0.2897 0.2055  -0.6402 -0.4541
    20    1.3600 0.1525 0.5763  0.1022 0.0589  -0.4287 -0.2471
    40    1.0900 0.0431 0.5215  0.0287 0.0150  -0.2395 -0.1249
mean of eps/(eps+1), weight alpha*g0   0.8648 (no unit)
A: static image plane           1.0000 angstrom
A: z0 from centroid formula     0.5690 angstrom
A: z0 from full energy          0.5690 angstrom
A: without factor eps/(eps+1)   0.6175 angstrom
A: z0 converted                 1.0753 bohr
B: static image plane           -0.8333 angstrom
B: z0 from centroid formula     -0.6558 angstrom
B: z0 from full energy          -0.6558 angstrom
B: without factor eps/(eps+1)   -0.7413 angstrom
B: z0 converted                 -1.2393 bohr
B: power of remainder, 80 to 160 angstrom  4.826 (no unit)
z (angstrom); energies in eV: full dipole, -C3/z^3, -C3/(z-z0)^3
  A    4  -0.031161  -0.017931  -0.028413
  A    6  -0.007449  -0.005313  -0.007164
  A   10  -0.001387  -0.001148  -0.001368
  B    4  -0.011443  -0.017931  -0.011371
  B    6  -0.003899  -0.005313  -0.003892
  B   10  -0.000949  -0.001148  -0.000948
```
